# Haydock recursion: constant limits, square-root terminator, and gap-induced oscillation

Start the recursion method from one site of a simple cubic lattice with nearest-neighbour hopping $-t$. The first chain link is $2.449\,t$, the twentieth $3.002\,t$ and the thirty-ninth $3.000\,t$, while all site energies vanish. Now give the two sublattices energies $+t$ and $-t$. The links do not change, but the chain energies become $+t,-t,+t,-t,\ldots$ and never settle. The first spectrum is one band of width $12\,t$; the second has a gap of $2\,t$.

## 1. Scheme and conventions

Let $|0\rangle$ be a normalized starting orbital and $H$ a bounded, real symmetric one-electron Hamiltonian. The recursion builds orthonormal states with

$$H|n\rangle=a_n|n\rangle+b_{n+1}|n+1\rangle+b_n|n-1\rangle,\qquad b_n>0,$$

without the last term at $n=0$. If some $b_n$ vanishes, the chain ends and the problem is finite; infinite chains are treated below.

    input: H, normalized v, number of levels N
    u = 0; link = 0
    for n = 0 ... N-1:
        r = H v - link*u
        a[n] = <v|r>
        r = r - a[n]*v
        link = norm(r); b[n+1] = link
        u = v; v = r/link
    for each complex energy z:
        G = tail(z)
        for n = N-1 ... 0:
            G = 1/(z - a[n] - b[n+1]^2 * G)
        LDOS = -Im G / pi

The second loop eliminates sites. Let $g_n$ be the components of $(z-H)^{-1}|0\rangle$. The first row gives $(z-a_0)g_0-b_1g_1=1$. The other rows describe the remaining chain driven by $b_1g_0$ at its end, so $g_1=b_1G_1g_0$, where $G_1$ is that chain's end resolvent. Hence $G_0=1/(z-a_0-b_1^2G_1)$, and likewise at each later site.

## 2. Why one band gives constant coefficients

The local density of states (LDOS) is $w(E)=\langle0|\delta(E-H)|0\rangle$. I assume one band,

$$w(E)=g(E)\sqrt{4b^2-(E-a)^2},$$

with $g$ continuous and positive on the closed interval $[a-2b,a+2b]$. The claim is $a_n\to a$ and $b_n\to b$: the limits fix the centre $a$ and the width $4b$.

**Polynomials.** Each $|n\rangle$ is a polynomial of degree $n$ in $H$ acting on $|0\rangle$, with leading coefficient $1/(b_1\cdots b_n)$. Multiplying by $b_1\cdots b_n$ gives monic polynomials, orthogonal with weight $w$, obeying

$$P_{n+1}=(E-a_n)P_n-b_n^2P_{n-1}.$$

Let $h_n=\int P_n^2w\,dE$. Orthonormality of the chain states gives $h_n=h_0b_1^2\cdots b_n^2$, so $b_n^2=h_n/h_{n-1}$. Any other monic polynomial of degree $n$ is $P_n+R$ with $R$ of lower degree; its squared norm is $h_n+\int R^2w\,dE$. Thus $h_n$ is the minimum over monic polynomials. If $s_n$ is the coefficient of $E^{n-1}$ in $P_n$, comparing coefficients of $E^n$ in the recurrence gives $a_n=s_n-s_{n+1}$.

**Solvable weights.** First take $g=1/\rho$, with $\rho$ a polynomial of degree $m$, positive on the band. Put $x=E-a=2b\cos\theta$ and $z=e^{i\theta}$ (in this section only). A zero $x_j$ of $\rho$ lies off the band, so $x_j=b(\zeta_j+1/\zeta_j)$ with $|\zeta_j|<1$, and

$$(1-\zeta_jz)(1-\zeta_j/z)=1+\zeta_j^2-\zeta_j(z+1/z)=\zeta_j(x_j-x)/b.$$

The $\zeta_j$ are real or in conjugate pairs. Therefore $\rho=|D(z)|^2$, where $D=\sum_{k=0}^m d_kz^k$ is a positive constant times $\prod_j(1-\zeta_jz)$. Its coefficients are real and its zeros $1/\zeta_j$ lie outside the closed unit disc.

For $n\ge m$ define

$$q_n=\frac{\operatorname{Im}[z^{n+1}D^*]}{\sin\theta}=\sum_{k=0}^m d_k\frac{\sin[(n+1-k)\theta]}{\sin\theta}.$$

Since $U_n=\sin[(n+1)\theta]/\sin\theta$ is a polynomial in $x$ with leading term $(x/b)^n$, $q_n$ has degree $n$ and leading coefficient $d_0/b^n$. To test orthogonality to $U_j$, $j<n$, note that the weight times $dE$ is $4b^2\sin^2\theta\,d\theta/|D|^2$. The integral is proportional to

$$\operatorname{Im}\int_{-\pi}^{\pi}\frac{z^{n+1}\sin[(j+1)\theta]}{D(z)}\,d\theta
=\operatorname{Im}\int_{-\pi}^{\pi}\frac{z^{n+j+2}-z^{n-j}}{2i\,D(z)}\,d\theta .$$

The series of $1/D$ contains no negative powers of $z$, so every term of the integrand has a positive power and integrates to zero. Hence $P_n=b^nq_n/d_0$. The sine addition formula gives $q_{n+1}+q_{n-1}=(x/b)q_n$, or

$$P_{n+1}=xP_n-b^2P_{n-1}\qquad(n\ge m+1).$$

From there on the coefficients equal $a$ and $b$. In a case with $m=2$, $a=0.4$, $b=1.5$, the chain starts with $a_0=0.700$, $b_1=1.609$ and has $a_5=0.400$, $b_5=1.500$.

**General weights.** The continuous function $1/g$ can be approximated uniformly by a polynomial $\rho$, so that $|\rho g-1|\le\varepsilon<1$. Write $w_\rho$ for the weight with $g$ replaced by $1/\rho$. Then $(1-\varepsilon)w_\rho\le w\le(1+\varepsilon)w_\rho$, and the minima obey

$$(1-\varepsilon)h_n^\rho\le h_n\le(1+\varepsilon)h_n^\rho .$$

For $n\ge m+1$, $h_n^\rho/h_{n-1}^\rho=b^2$. Dividing the inequalities for $n$ and $n-1$ gives

$$\left|\frac{b_n^2}{b^2}-1\right|\le\frac{2\varepsilon}{1-\varepsilon}.$$

For $a_n$, let $Q_n$ be the minimizer for $w_\rho$ and $P_n=Q_n+R$. Orthogonality gives

$$h_n^\rho+\int R^2w_\rho\,dE=\int P_n^2w_\rho\,dE\le\frac{h_n}{1-\varepsilon}\le\frac{1+\varepsilon}{1-\varepsilon}h_n^\rho .$$

So $\int R^2w_\rho\,dE\le 2\varepsilon h_n^\rho/(1-\varepsilon)$. If $r=s_n-s_n^\rho$ is the coefficient of $E^{n-1}$ in $R$, the minimum property gives $\int R^2w_\rho\,dE\ge r^2h_{n-1}^\rho$, hence $|r|\le b\sqrt{2\varepsilon/(1-\varepsilon)}$. Taking the difference at $n$ and $n+1$,

$$|a_n-a|\le2b\sqrt{\frac{2\varepsilon}{1-\varepsilon}}\qquad(n\ge m+1).$$

Since $\varepsilon$ can be made as small as desired, both limits follow. The bounds are safe but loose: for a weight with a kink and $\varepsilon=0.0103$, the largest late deviation of $b_n^2/b^2$ from one was $6\times10^{-5}$, against a bound of $0.021$.

The proof does not cover a $g$ that vanishes or diverges, nor bound states outside the band.

## 3. The square-root terminator

Replace all sites from $N$ onward by a constant chain. Removing its first site leaves the same chain, so its end resolvent $\tau$ satisfies

$$\tau=\frac1{z-a-b^2\tau}\quad\Longrightarrow\quad b^2\tau^2-(z-a)\tau+1=0.$$

Of the two roots, a resolvent must fall as $1/z$. For large $z$, $\sqrt{(z-a)^2-4b^2}\approx(z-a)-2b^2/(z-a)$, which selects the minus sign:

$$\tau(z)=\frac{z-a-\sqrt{(z-a)^2-4b^2}}{2b^2}.$$

In code, write the root as $\sqrt{z-a-2b}\,\sqrt{z-a+2b}$ with principal square roots. In the upper half-plane each factor has a phase between $0$ and $\pi/2$, so the product is continuous and behaves as $z$. Just above the real axis in the band,

$$-\frac1\pi\operatorname{Im}\tau=\frac{\sqrt{4b^2-(E-a)^2}}{2\pi b^2}.$$

The tail thus supplies a continuous spectrum with the right edges. Setting $\tau=0$ instead leaves a finite chain with $N$ discrete levels.

**Error.** Let $V$ be the difference between the true and terminated chains, with resolvents $G$ and $\tilde G$. Then $G-\tilde G=GV\tilde G$. At $\operatorname{Im}z=\eta>0$, the identity $\operatorname{Im}(z-E)^{-1}=-\eta/|z-E|^2$ gives $\|G|0\rangle\|^2=-\operatorname{Im}G_{00}/\eta$, and the same for $G^\dagger|0\rangle$. By the Cauchy–Schwarz inequality,

$$|G_{00}-\tilde G_{00}|\le\frac{\|V\|}{\eta}\sqrt{\operatorname{Im}G_{00}\,\operatorname{Im}\tilde G_{00}},\qquad
\|V\|\le\sup_{n\ge N}|a_n-a|+2\sup_{n>N}|b_n-b|.$$

Convergent coefficients therefore make the terminated resolvent converge at fixed $\eta$. The bound gives no pointwise guarantee for the LDOS as $\eta\to0$.

## 4. The cubic band in numbers

The band energy is $-2t(\cos k_x+\cos k_y+\cos k_z)$, from $-6t$ to $6t$, so $a=0$ and $b=12t/4=3t$. The assumptions of Section 2 hold. Near the lower edge, $E+6t\approx tk^2$, and counting states in a sphere gives $w\approx\sqrt{(E+6t)/t}/(4\pi^2t)$; the upper edge is its mirror image. Inside the band every energy has a constant-energy surface, so $w>0$. Continuity follows because $w$ is the convolution of three one-dimensional densities, each integrable to the power $3/2$: by Young's inequality two of them convolve to a function integrable to the power $3$, and convolution with the last is continuous.

The first link follows from six neighbours, $b_1^2=6t^2$, so $b_1=2.449\,t$. The last ten of forty links lie within $0.004\,t$ of $3t$, or $0.13\%$. They oscillate about $3t$, and $b_{39}$ happens to lie near a crossing.

The limit does not depend on the starting orbital within the stated class. Take amplitudes $0.96$ and $0.28$ on two neighbours. By cubic symmetry the average of $\cos k_x$ at energy $E$ is $-E/(6t)$, so the new LDOS is

$$w(E)\left[1-2(0.96)(0.28)\frac{E}{6t}\right]=w(E)\left[1-0.0896\,E/t\right].$$

The bracket stays positive on the band. The chain starts with $a_0=-0.5376\,t$, but $a_{39}=0.001\,t$ and $b_{39}=3.000\,t$.

At $z=(1+0.1i)t$ an independent value comes from $G=-i\int_0^\infty e^{iz\tau'}\langle0|e^{-iH\tau'}|0\rangle d\tau'$. The three directions separate, and each contributes the average of $e^{2it\tau'\cos k}$, which is $J_0(2t\tau')$. The result is $G=(0.0977-0.4387i)/t$, with $|G|=0.449/t$. With 20 levels the square-root tail errs by $0.0020/t$, or $0.4\%$ of $|G|$; the cut chain errs by $0.32/t$, or $72\%$. With 40 levels the figures are $0.06\%$ and $45\%$.

## 5. Why a gap forbids convergence

Suppose $a_n\to a$ and $b_n\to b$, whatever the LDOS. Let $\delta_M$ be the sum of $\sup|a_n-a|$ and $2\sup|b_n-b|$ over $n\ge M$. Put a wave $e^{ikj}/\sqrt L$ on the $L$ sites $M+j$, $j=1,\ldots,L$. In a constant chain it solves the equation at $E=a+2b\cos k$ except for four end terms of size $b/\sqrt L$. Hence

$$\|(H-E)\psi\|\le\frac{2b}{\sqrt L}+\delta_M .$$

This can be made arbitrarily small, whereas a distance $d$ from $E$ to the spectrum would keep it at least $d$. So all of $[a-2b,a+2b]$ belongs to the spectrum. In the polynomial representation $H$ is multiplication by $E$, so this spectrum is the support of the LDOS.

Outside the interval, a normalized state vanishing on the first $M$ sites has energy expectation at most $a+2b+\delta_M$. Choose $\kappa>\delta_M$. If the states above $a+2b+\kappa$ spanned more than $M$ dimensions, some combination would vanish on the first $M$ sites and contradict this limit. The lower side is the same. Beyond any margin there are thus finitely many states.

Two bands separated by a gap are then impossible: the interval, being connected, lies within one band, and the other would put infinitely many states outside. The coefficients are bounded by $\|H\|$, so with a gap the pair $(a_n,b_n)$ must keep returning near at least two different limits. In this general sense the coefficients oscillate; a regular period needs more structure. An isolated bound state beside one band is not such a gap.

## 6. Two gaps with period two

**Alternating links.** Let the LDOS be even, on $\pm[\Delta,W]$ with $0<\Delta<W$, and without a state at $E=0$. Parity makes $a_n=0$. Applying $H$ twice to an even site gives a chain in $y=E^2$ with energies and links

$$\alpha_n=b_{2n}^2+b_{2n+1}^2,\qquad \beta_n=b_{2n-1}b_{2n},\qquad b_0=0.$$

Its weight is $w(\sqrt y)/\sqrt y$ on the single band $[\Delta^2,W^2]$. If this weight satisfies the assumptions of Section 2,

$$\alpha_n\to\alpha=\frac{W^2+\Delta^2}{2},\qquad \beta_n\to\beta=\frac{W^2-\Delta^2}{4}.$$

With $x_n=b_{2n+1}^2$, the definitions give $x_n=\alpha_n-\beta_n^2/x_{n-1}$. The limiting map $f(x)=\alpha-\beta^2/x$ is increasing and has fixed points $x_\pm=[(W\pm\Delta)/2]^2$, since their sum is $\alpha$ and their product $\beta^2$. Also $f(x)-x=-(x-x_-)(x-x_+)/x$.

The $x_n$ are bounded and stay away from zero, because $x_n>0$ requires $x_{n-1}>\beta_n^2/\alpha_n$. Every limit point has a successor and a predecessor under $f$ that are also limit points. One below $x_-$ would have successors falling to zero or below; one above $x_+$ would have predecessors growing past $\alpha$, which is impossible because $f(x)<\alpha$ for all $x>0$. Both are excluded. If a limit point exceeds $x_-$, choose $c$ between $x_-$ and the smaller of that point and $x_+$. Since $f(c)>c$, the late sequence, once above $c$, stays there. A limit point below $x_+$ would then have predecessors descending towards $x_-$, past $c$, which is impossible. So $x_n$ tends to $x_+$ or to $x_-$.

In the second case $b_{2n-1}/b_{2n}$ would tend to $(W-\Delta)/(W+\Delta)<1$. The zero-energy equation $\psi_{2n}=-(b_{2n-1}/b_{2n})\psi_{2n-2}$ would give a normalizable state with weight on site 0, which was excluded. Therefore

$$b_{\rm odd}\to\frac{W+\Delta}{2},\qquad b_{\rm even}\to\frac{W-\Delta}{2}.$$

The difference is $\Delta$, half the gap. For $\Delta=1$, $W=3$ the predictions are $2$ and $1$; the computed $b_{79}$ and $b_{80}$ are $1.9999$ and $1.0001$. For $\Delta=0.2$ they are $1.600$ and $1.400$. Near $x_+$ the limiting map reduces a deviation by $x_-/x_+$ per two levels, about $1-4\Delta/W$ for a small gap, so resolving it takes of order $W/\Delta$ levels.

**Alternating energies.** For the staggered lattice write $H=T+\delta S$, where $T$ is the hopping and $S=\pm1$ labels the sublattices. Starting on a $+\delta$ site, the chain states of $T$ alternate between sublattices, so $S|n\rangle=(-1)^n|n\rangle$. The same states tridiagonalize $H$, with $a_n=(-1)^n\delta$ and unchanged $b_n$. Since $T$ and $S$ anticommute, $H^2=T^2+\delta^2$. For $\delta=t$ the bands run from $|E|=t$ to $\sqrt{1+36}\,t=6.083\,t$.

Let $X=z-\delta$, $Y=z+\delta$, and let $\tau_\pm$ be the resolvents of tails starting on $\pm\delta$. From $\tau_+=1/(X-b^2\tau_-)$ and $\tau_-=1/(Y-b^2\tau_+)$,

$$b^2X\tau_+^2-XY\tau_++Y=0.$$

The two relations also give $X\tau_+=Y\tau_-$. The roots have product $Y/(b^2X)$, so the unwanted one is $1/(b^2\tau_-)$, with positive imaginary part. For $\operatorname{Im}z>0$, choose the root with negative imaginary part. For a start on $+\delta$, this tail follows an even number of kept levels.

At $z=(1.5+0.1i)t$ with 20 levels, this tail errs by $0.004/t$ and the constant one by $0.29/t$. The reference is the ungapped resolvent $G^{(0)}$ at $\omega=\sqrt{z^2-\delta^2}$: from $(z-H)^{-1}=(z+H)/(z^2-\delta^2-T^2)$, the site element is $[(z+\delta)/\omega]\,G^{(0)}(\omega)$.

**False states in the gap.** On the real axis, taking imaginary parts of $1/G_0=E-a_0-b_1^2G_1$ gives $\operatorname{Im}G_0=b_1^2|G_0|^2\operatorname{Im}G_1$. Repetition, with $g_n=b_nG_ng_{n-1}$, yields

$$-\operatorname{Im}G_0=b_N^2|g_{N-1}|^2(-\operatorname{Im}\tau).$$

A constant tail has states at midgap, and they leak to site 0 through evanescent waves. At $E=0$, for links near $b$, eliminating alternate sites gives $b^2(g_{n+2}+g_{n-2})=-(\delta^2+2b^2)g_n$. Thus $|g_n|\propto e^{-\kappa n}$ with $\cosh2\kappa=1+\delta^2/(2b^2)$, and the false LDOS falls by $e^{-2\kappa}$ per level. Here $2\kappa=\operatorname{arccosh}(1+1/18)=0.332$. The computed values $2.7\times10^{-4}/t$ at 20 levels and $9.8\times10^{-6}/t$ at 30 give the same rate. Midgap is the most favourable energy: the same elimination at energy $E$ in the gap gives $\cosh2\kappa=1+(\delta^2-E^2)/(2b^2)$, so the decay slows towards the gap edges. At $E=0.9\,t$ the rate is about $0.14$ per level and the false LDOS at 20 levels is about $2\times10^{-2}/t$.

**Unsymmetric gap.** For a semi-elliptical LDOS on each of the bands $[-2,-1]$ and $[0,3]$, with half the total weight in each, $a_n$ ranges from below $0.02$ to $1.00$ and $b_n$ from $1.00$ to $1.49$, for entries 151–200 much as for 51–100. The variation persists; no period is claimed.

## 7. Cost, stability and failure modes

With a fixed number of neighbours, one level costs a number of operations proportional to the cluster size. A three-dimensional cluster whose boundary is not felt for $N$ levels has of order $N^3$ sites, so the recursion costs of order $N^4$. Without reorthogonalization it stores a few vectors; monitoring or removing overlaps with older states requires keeping those states too. Each energy then costs $N$ divisions.

- **Cluster edge.** Once the recursion vector reaches the boundary, later coefficients describe the cluster, not the infinite lattice.
- **Rounding.** The loop does not enforce orthogonality to older states. Monitor overlaps with them, and reorthogonalize if they grow.
- **Moments.** A closed walk of $2N$ steps reaches site $N$ at most and does not use $a_N$, so LDOS moments through order $2N$ are the same for any tail that is the end resolvent of a chain and so falls as $1/z$. The cut $\tau=0$ drops $b_N$ and is exact only through order $2N-1$. For the cubic site they must begin $1,0,6t^2,0,90t^4$; the 20-level terminated chain passed this test for even orders through the sixth.
- **Tail parameters.** If the edges are known, use $a=(E_{\max}+E_{\min})/2$ and $b=(E_{\max}-E_{\min})/4$. Otherwise estimate them from late coefficients and vary $N$. Wrong values move the edges of the tail's continuum.
- **Persistent variation.** Do not average it away. Section 5 shows that a gap forces such variation, not that variation proves a gap. Where there is a gap and the band of a constant tail covers it, that tail puts false states into it. The period-two tail derived here applies only to energies alternating as $\pm\delta$ with links tending to one value; for alternating links or any other pattern, neither tail given here is justified.

The numerical output below gives further values and the remaining comparisons.

## Numbers as computed

```
Solvable weight: a_0 = 0.700000, b_1 = 1.608571 (unit energy)
Solvable weight: a_5 = 0.400000, b_5 = 1.500000 (unit energy)
Kinked g, degree 12: epsilon = 0.01875 (no unit)
  |b_n^2/b^2-1|: max 5.83e-04, bound 3.82e-02 (no unit)
  |a_n-a|: max 5.51e-04, bound 5.86e-01 (unit energy)
Kinked g, degree 40: epsilon = 0.01025 (no unit)
  |b_n^2/b^2-1|: max 6.40e-05, bound 2.07e-02 (no unit)
  |a_n-a|: max 1.14e-04, bound 4.32e-01 (unit energy)
Convergent chain, 200 and 800 sites: largest in-band spacing 0.03158, 0.00787 (unit energy)
Simple cubic: n, b_n site orbital, a_n and b_n pair orbital (t)
   1  2.44949  -0.30961  2.38977
   2  3.00000  -0.06853  2.95596
   3  3.07318  +0.08064  3.06295
   5  3.04910  +0.03297  3.03945
  10  3.01490  +0.00832  3.01191
  20  3.00212  -0.00071  3.00147
  30  2.99905  -0.00240  2.99901
  39  3.00019  +0.00124  3.00029
Pair orbital amplitudes 0.96, 0.28: a_0 = -0.5376 t
Last 10 site links: max |b_n-3t| = 0.00377 t
LDOS moment 0: chain 1.000000, band sum 1.000000 (t^0)
LDOS moment 2: chain 6.000000, band sum 6.000000 (t^2)
LDOS moment 4: chain 90.000000, band sum 90.000000 (t^4)
LDOS moment 6: chain 1860.000000, band sum 1860.000000 (t^6)
z = 1.0+0.1i t: integral G = 0.097738 -0.438674i (1/t)
  10 levels: error with tail 5.48e-03, cut 9.11e-01 (1/t)
  20 levels: error with tail 1.98e-03, cut 3.22e-01 (1/t)
  40 levels: error with tail 2.64e-04, cut 2.04e-01 (1/t)
Tail change, 20 to 40 levels: |dG| = 1.72e-03, bound 5.29e-02 (1/t)
Staggered lattice: a_0..a_3 = +1.000 -1.000 +1.000 -1.000 t
  gap 2.000 t, outer edges +/-6.08276 t
  z = 1.5+0.1i t, 20 levels: error period-two 3.63e-03, constant 2.90e-01 (1/t)
  constant tail, 10 levels: false midgap LDOS 7.445e-03 (1/t)
  constant tail, 20 levels: false midgap LDOS 2.695e-04 (1/t)
  constant tail, 30 levels: false midgap LDOS 9.762e-06 (1/t)
  decay per level: measured 0.3318, formula 0.3318
Bands +/-[1.0,3.0]: b_79 = 1.99989, b_80 = 1.00007 (unit energy)
Bands +/-[0.2,3.0]: b_79 = 1.60011, b_80 = 1.40010 (unit energy)
Bands [-2,-1] and [0,3]: ranges of a_n and b_n (unit energy)
  entries 51-100: a 0.0142 to 0.9998, b 1.0001 to 1.4919
  entries 151-200: a 0.0185 to 1.0000, b 1.0000 to 1.4900
```
